**Energy removed when a misfitting bilayer bends**

For two layers of equal thickness $h$ and biaxial modulus $M$, with misfit strain $\varepsilon$, the program asserts that the energy per area falls from $Mh\varepsilon^2/2$ when flat to $Mh\varepsilon^2/8$ at the spherical curvature $3\varepsilon/(4h)$. It obtains these values by minimizing a numerically integrated strain energy. It also asserts the smaller gain of a forced cylinder and, for 300 random pairs of unequal layers, the general formula and its 75 percent ceiling. An axisymmetric finite-element model, which makes no plate assumption, gives a bent-to-flat energy ratio of 0.2500 in the wide-disc limit. A Ritz calculation confirms the stretching energy caused by Gaussian curvature, and numerical minimization brackets the loss of the spherical shape within a uniform-curvature model. For the silicon-based example, the output shows 18.07 mJ/m² when flat and 4.52 mJ/m² after ideal bending. Including stretching lowers the removed fraction from 75 to 72.8 percent.

## Verification by program

```python
"""Energy removed by bending a released misfitting bilayer.
Result under test: two layers of equal thickness h and biaxial modulus M, with
misfit strain eps, store M*h*eps^2/2 per area when flat and M*h*eps^2/8 when
bent to the spherical curvature 3*eps/(4*h): bending removes 75 percent.
z: height from the interface; nu: Poisson ratio; a: disc radius.
Units: nm and GPa, so that GPa*nm = N/m = J/m^2.
"""
import numpy as np
from scipy.optimize import brentq, minimize

GX, GW = np.polynomial.legendre.leggauss(6)


def layer_points(h_low, h_up):
    """Quadrature heights, weights and upper-layer indicator."""
    z = np.r_[h_low * (GX - 1) / 2, h_up * (GX + 1) / 2]
    w = np.r_[h_low * GW / 2, h_up * GW / 2]
    return z, w, (z > 0).astype(float)


def least_energy(h_low, h_up, m_low, m_up, misfit, bend):
    """Minimize the integral of M*strain^2 over uniform strain (and curvature)."""
    z, w, upper = layer_points(h_low, h_up)
    root = np.sqrt(w * np.where(upper > 0, m_up, m_low))
    basis = np.column_stack([np.ones_like(z), z] if bend else [np.ones_like(z)])
    coef = np.linalg.lstsq(basis * root[:, None], misfit * upper * root,
                           rcond=None)[0]
    strain = basis @ coef - misfit * upper
    return np.sum((root * strain) ** 2), coef


def removed_direct(h_low, h_up, m_low, m_up):
    flat = least_energy(h_low, h_up, m_low, m_up, 1.0, False)[0]
    bent = least_energy(h_low, h_up, m_low, m_up, 1.0, True)[0]
    return 1 - bent / flat


def removed_formula(h1, h2, m1, m2):
    a1, a2 = m1 * h1, m2 * h2
    ratio = 3*a1*a2*(h1 + h2)**2 / ((a1 + a2)*(a1*h1**2 + a2*h2**2))
    return ratio / (1 + ratio)


def plate_minimum(nu, free_second_curvature):
    """Unit bilayer, independent x and y strains, isotropic plane stress."""
    z, w, upper = layer_points(1.0, 1.0)
    stiff = np.array([[1, nu], [nu, 1]]) / (1 + nu)   # M = 1
    factor = np.linalg.cholesky(stiff / 2).T
    rows, rhs = [], []
    for zi, wi, ui in zip(z, w, upper):
        b = np.array([[1, 0, zi, 0], [0, 1, 0, zi]])
        if not free_second_curvature:
            b = b[:, :3]
        rows.append(np.sqrt(wi) * factor @ b)
        rhs.append(np.sqrt(wi) * factor @ np.array([ui, ui]))
    rows, rhs = np.vstack(rows), np.concatenate(rhs)
    coef = np.linalg.lstsq(rows, rhs, rcond=None)[0]
    return np.sum((rows @ coef - rhs) ** 2), coef


def elastic_disc(radius, nu, held_flat):
    """Axisymmetric elasticity, quadratic elements, h = M = misfit = 1.
    Returns energy divided by the ideal flat energy, and central curvature."""
    young = 1 - nu
    lam = young * nu / ((1 + nu) * (1 - 2 * nu))
    mu = young / (2 * (1 + nu))
    c = np.zeros((4, 4))
    c[:3, :3] = lam
    c += np.diag([2 * mu, 2 * mu, 2 * mu, mu])
    s = np.linspace(0, 1, 21)
    r_edges = np.r_[np.linspace(0, radius - 8, 7)[:-1],
                    radius - 8 * (1 - s) ** 1.5]
    z_edges = np.linspace(-1, 1, 9)
    nr, nz = len(r_edges) - 1, len(z_edges) - 1
    nzn = 2 * nz + 1
    size = 2 * (2 * nr + 1) * nzn
    k = np.zeros((size, size))
    f = np.zeros(size)
    constant = 0.0
    gx, gw = np.polynomial.legendre.leggauss(3)
    shape = [np.array([x*(x-1)/2, 1-x*x, x*(x+1)/2]) for x in gx]
    slope = [np.array([x-0.5, -2*x, x+0.5]) for x in gx]
    for i in range(nr):
        rc, hr = (r_edges[i] + r_edges[i+1])/2, (r_edges[i+1] - r_edges[i])/2
        for j in range(nz):
            zc, hz = (z_edges[j] + z_edges[j+1])/2, (z_edges[j+1]-z_edges[j])/2
            nodes = np.array([(2*i + p)*nzn + 2*j + q
                              for p in range(3) for q in range(3)])
            dof = np.column_stack([2*nodes, 2*nodes + 1]).ravel()
            natural = np.array([1., 1., 1., 0.]) * (zc > 0)
            ke, fe = np.zeros((18, 18)), np.zeros(18)
            for p in range(3):
                r = rc + hr * gx[p]
                for q in range(3):
                    n = np.outer(shape[p], shape[q]).ravel()
                    dr = np.outer(slope[p], shape[q]).ravel() / hr
                    dz = np.outer(shape[p], slope[q]).ravel() / hz
                    b = np.zeros((4, 18))
                    b[0, 0::2], b[1, 0::2], b[2, 1::2] = dr, n / r, dz
                    b[3, 0::2], b[3, 1::2] = dz, dr
                    vol = gw[p] * gw[q] * hr * hz * r
                    ke += vol * b.T @ c @ b
                    fe += vol * b.T @ c @ natural
                    constant += vol * natural @ c @ natural / 2
            k[np.ix_(dof, dof)] += ke
            f[dof] += fe
    fixed = [2 * q for q in range(nzn)]               # no radial motion on axis
    if held_flat:                                     # frictionless flat base
        fixed += [2 * p * nzn + 1 for p in range(2 * nr + 1)]
    else:
        fixed += [1]                                  # only rigid shift removed
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = np.linalg.solve(k[np.ix_(free, free)], f[free])
    energy = constant - f @ u / 2
    p, mid = 6, nz                                    # node at edge of element 3
    r_probe = r_edges[3]
    drop = u[2*mid + 1] - u[2*(p*nzn + mid) + 1]
    return energy / (0.5 * radius**2 / 2), 2 * drop / r_probe**2


def stretching_ritz(nu):
    """Mean membrane energy of a unit disc (E=t=1) forced to w = r^2/2."""
    x, w = np.polynomial.legendre.leggauss(12)
    r, w = (x + 1) / 2, w / 2
    factor = np.linalg.cholesky(np.array([[1, nu], [nu, 1]])/(2*(1-nu**2))).T
    rows, rhs = [], []
    for ri, wi in zip(r, w):
        b = np.array([[(2*j+1)*ri**(2*j) for j in range(4)],
                      [ri**(2*j) for j in range(4)]])
        rows.append(np.sqrt(2*ri*wi) * factor @ b)
        rhs.append(-np.sqrt(2*ri*wi) * factor @ np.array([ri**2/2, 0]))
    rows, rhs = np.vstack(rows), np.concatenate(rhs)
    coef = np.linalg.lstsq(rows, rhs, rcond=None)[0]
    return np.sum((rows @ coef - rhs)**2)


def stretch_ratio(nu, w_over_h):
    return 3 / 128 * (1 - nu) * w_over_h**2


def shape_minimum(nu, w_over_h):
    """Least energy over two uniform curvatures, in units of the ideal one."""
    s = stretch_ratio(nu, w_over_h)

    def energy(q):
        x, y = q
        bend = (x*x + y*y + 2*nu*x*y) / (2*(1+nu)) - x - y
        return 1 + 0.75 * bend + s * (x*y)**2
    best = minimize(energy, [0.8, 0.6], method="Nelder-Mead",
                    options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 4000})
    return best.fun, best.x


def biaxial_modulus(c11, c12):
    return c11 + c12 - 2 * c12**2 / c11


# Example inputs: rough values for a (001) Si/SiGe nanomembrane
h, eps, a = 50.0, 0.002, 2000.0
c11, c12, c44 = 166.0, 64.0, 80.0                     # Si, GPa, rough
ge_c11, ge_c12, ge_part = 129.0, 48.0, 0.05           # Ge, GPa, rough
M = biaxial_modulus(c11, c12)
cubic = np.full((3, 3), c12) + np.eye(3) * (c11 - c12)
ezz = -(cubic[2, 0] + cubic[2, 1]) / cubic[2, 2]
assert abs((cubic @ [1, 1, ezz])[0] - M) < 1e-9
q11, q12 = c11 - c12**2/c11, c12 - c12**2/c11
nu = q12 / q11
nu_diag = ((q11+q12)/2 - c44) / ((q11+q12)/2 + c44)

# Main result from the integral of the strain energy
u_attached = M * h * eps**2
u_flat, _ = least_energy(h, h, M, M, eps, False)
u_bent, (e0, kappa) = least_energy(h, h, M, M, eps, True)
assert abs(u_flat / (M*h*eps**2/2) - 1) < 1e-10
assert abs(u_bent / (M*h*eps**2/8) - 1) < 1e-10
assert abs(kappa / (3*eps/(4*h)) - 1) < 1e-10
assert abs(e0 / (eps/2) - 1) < 1e-10
for trial in (0.3*kappa, 1.7*kappa):
    z, w, upper = layer_points(h, h)
    direct = np.sum(w * M * (eps/2 + trial*z - eps*upper)**2)
    formula = M*h*eps**2/2 - M*eps*h**2*trial + 2/3*M*h**3*trial**2
    assert abs(direct / formula - 1) < 1e-10

# Spherical minimum, forced cylinder, and the ceiling for unequal layers
for v in (0.0, nu, 0.45):
    sphere, par = plate_minimum(v, True)
    assert abs(sphere - 1/8) < 1e-10 and np.allclose(par[2:], 0.75)
    cylinder, _ = plate_minimum(v, False)
    assert abs(1 - cylinder/0.5 - 0.75*(1+v)/2) < 1e-10
cylinder_removed = 1 - plate_minimum(nu, False)[0] / 0.5
rng = np.random.default_rng(4)
for h1, h2, m1, m2 in np.exp(rng.uniform(-1.5, 1.5, (300, 4))):
    value = removed_direct(h1, h2, m1, m2)
    assert abs(value - removed_formula(h1, h2, m1, m2)) < 1e-9
    assert value <= 0.75 + 1e-10
    assert abs(removed_direct(h1, h2, m1, m1*(h1/h2)**2) - 0.75) < 1e-9

# Full elasticity of finite discs; edge terms vanish as powers of h/a
sizes = np.array([20.0, 40.0, 80.0])
discs = [elastic_disc(x, nu, False) for x in sizes]
fit = np.linalg.solve(np.column_stack([sizes**0, 1/sizes, 1/sizes**2]),
                      [d[0] for d in discs])
assert abs(fit[0] - 0.25) < 2e-3
assert abs(discs[2][1] / 0.75 - 1) < 2e-3
disc_free, disc_curv = elastic_disc(a/h, nu, False)
disc_flat, _ = elastic_disc(a/h, nu, True)
edge_removed = 1 - disc_free / disc_flat

# Stretching by Gaussian curvature and loss of the spherical shape
for v in (0.0, nu, 0.45):
    ritz = stretching_ritz(v)
    assert abs(ritz * 384 - 1) < 1e-8
    # h=1, t=2, E=1-v, edge deflection 1.2, so kappa*a^2 = 2.4
    k_test = 0.01
    a_test = np.sqrt(2.4 / k_test)
    absolute = (1-v) * 2 * k_test**4 * a_test**4 * ritz
    assert abs(absolute / (0.5*(4*k_test/3)**2)
               / stretch_ratio(v, 1.2) - 1) < 1e-8
    limit = 8 / (1 + v)**1.5
    below = shape_minimum(v, 0.95 * limit)[1]
    above = shape_minimum(v, 1.05 * limit)[1]
    assert abs(below[0] - below[1]) < 0.01
    assert abs(above[0] - above[1]) > 0.1
w0 = kappa * a**2 / 2
stretched, curv = shape_minimum(nu, w0/h)
stretched_diag, _ = shape_minimum(nu_diag, w0/h)
assert abs(curv[0] - curv[1]) < 1e-4
w_limit = 8 * h / (1 + nu)**1.5

# Other neglected effects
m_alloy = (1-ge_part)*M + ge_part*biaxial_modulus(ge_c11, ge_c12)
modulus_removed = removed_direct(h, h, M, m_alloy)
thickness_removed = removed_direct(h, 1.1*h, M, M)
tau = 1.0                                            # N/m on one face, rough
z, w, upper = layer_points(h, h)
de, dk = -tau/(2*h*M), -tau*h/(2/3*M*h**3)
flat_tau = np.sum(w*M*(eps/2 + de - eps*upper)**2)
bent_tau = np.sum(w*M*(eps/2 + de + (kappa+dk)*z - eps*upper)**2)
expansion_gap = 3.2e-6                               # Ge minus Si, 1/K, rough
thermal = ge_part * expansion_gap * 100 / eps
burgers = 0.543 / np.sqrt(2)
pref = burgers*(1 - nu/4) / (8*np.pi*(1+nu)*0.5*eps)
h_crit = brentq(lambda x: x - pref*(np.log(x/burgers) + 1), 5, 1000)
assert h < h_crit


def stress(height, is_upper):
    return 1000 * M * (e0 + kappa*height - eps*is_upper)


print(f"layer thickness, each: {h:.0f} nm")
print(f"misfit strain: {100*eps:.2f} percent")
print(f"disc radius: {a:.0f} nm")
print(f"Si constants c11, c12, c44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"biaxial modulus M: {M:.1f} GPa")
print(f"Poisson ratio along <100>, <110>: {nu:.3f}, {nu_diag:.3f}")
print(f"energy before release: {1000*u_attached:.2f} mJ/m2")
print(f"energy after flat sharing: {1000*u_flat:.2f} mJ/m2")
print(f"energy after bending: {1000*u_bent:.2f} mJ/m2")
print(f"removed from flat energy: {100*(1-u_bent/u_flat):.2f} percent")
print(f"left of energy before release: {100*u_bent/u_attached:.2f} percent")
print(f"curvature: {kappa:.3e} 1/nm")
print(f"radius of curvature: {1/kappa:.0f} nm = {1/kappa/1000:.1f} um")
print(f"ideal edge deflection: {w0:.1f} nm")
print(f"flat stress, lower layer: {1000*M*eps/2:.1f} MPa")
print(f"flat stress, upper layer: {-1000*M*eps/2:.1f} MPa")
print(f"bent stress, lower outer face: {stress(-h, 0):.1f} MPa")
print(f"bent stress, lower side of interface: {stress(0, 0):.1f} MPa")
print(f"bent stress, upper side of interface: {stress(0, 1):.1f} MPa")
print(f"bent stress, upper outer face: {stress(h, 1):.1f} MPa")
print(f"forced cylinder removes: {100*cylinder_removed:.1f} percent")
print(f"finite elements, wide-disc limit of bent/flat energy: {fit[0]:.4f}")
print(f"finite elements, curvature/ideal, a/h=80: {discs[2][1]/0.75:.5f}")
print(f"finite elements, curvature/ideal, example: {disc_curv/0.75:.5f}")
print(f"example disc with edges, flat energy/ideal flat: {disc_flat:.4f}")
print(f"example disc with edges, bent energy/ideal flat: {disc_free:.4f}")
print(f"removed with edges: {100*edge_removed:.2f} percent")
print(f"stretching energy at ideal curvature/flat: {stretch_ratio(nu,w0/h):.4f}")
print(f"removed with stretching: {100*(1-stretched):.2f} percent")
print(f"same with <110> Poisson ratio: {100*(1-stretched_diag):.2f} percent")
print(f"curvature/ideal with stretching: {curv[0]:.3f}")
print(f"ideal deflection at loss of sphere: {w_limit:.0f} nm")
print(f"misfit at loss of sphere, this disc: {100*eps*w_limit/w0:.2f} percent")
print(f"alloy/Si modulus ratio (rough): {m_alloy/M:.4f}")
print(f"removed with modulus mismatch: {100*modulus_removed:.3f} percent")
print(f"removed with upper layer 10% thicker: {100*thickness_removed:.2f} percent")
print(f"surface stress on one face (rough): {tau:.1f} N/m")
print(f"curvature change by surface stress: {100*abs(dk/kappa):.1f} percent")
print(f"removed with surface stress: {100*(1-bent_tau/flat_tau):.2f} percent")
print(f"misfit change per 100 K (rough): {100*thermal:.2f} percent of misfit")
print(f"critical thickness before release (rough): {h_crit:.0f} nm")
print("all good")
```

Output:

```
layer thickness, each: 50 nm
misfit strain: 0.20 percent
disc radius: 2000 nm
Si constants c11, c12, c44 (rough): 166, 64, 80 GPa
biaxial modulus M: 180.7 GPa
Poisson ratio along <100>, <110>: 0.278, 0.061
energy before release: 36.13 mJ/m2
energy after flat sharing: 18.07 mJ/m2
energy after bending: 4.52 mJ/m2
removed from flat energy: 75.00 percent
left of energy before release: 12.50 percent
curvature: 3.000e-05 1/nm
radius of curvature: 33333 nm = 33.3 um
ideal edge deflection: 60.0 nm
flat stress, lower layer: 180.7 MPa
flat stress, upper layer: -180.7 MPa
bent stress, lower outer face: -90.3 MPa
bent stress, lower side of interface: 180.7 MPa
bent stress, upper side of interface: -180.7 MPa
bent stress, upper outer face: 90.3 MPa
forced cylinder removes: 47.9 percent
finite elements, wide-disc limit of bent/flat energy: 0.2500
finite elements, curvature/ideal, a/h=80: 1.00000
finite elements, curvature/ideal, example: 1.00000
example disc with edges, flat energy/ideal flat: 0.9605
example disc with edges, bent energy/ideal flat: 0.2473
removed with edges: 74.26 percent
stretching energy at ideal curvature/flat: 0.0244
removed with stretching: 72.83 percent
same with <110> Poisson ratio: 72.26 percent
curvature/ideal with stretching: 0.945
ideal deflection at loss of sphere: 277 nm
misfit at loss of sphere, this disc: 0.92 percent
alloy/Si modulus ratio (rough): 0.9891
removed with modulus mismatch: 74.999 percent
removed with upper layer 10% thicker: 74.83 percent
surface stress on one face (rough): 1.0 N/m
curvature change by surface stress: 11.1 percent
removed with surface stress: 73.85 percent
misfit change per 100 K (rough): 0.80 percent of misfit
critical thickness before release (rough): 69 nm
all good
```
